\section*{Crystal-momentum selection rule for electron–phonon matrix elements, part 1}

(Sections cited here and not found follow in the second part.)

\section{Definitions and conventions}

Hartree atomic units are used ($\hbar=m_e=e=1$). The crystal has primitive vectors $\mathbf a_i$, cell volume $\Omega$ and lattice vectors $\mathbf R_p=\sum_i p_i\mathbf a_i$. It contains $N=N_1N_2N_3$ cells with Born--von Karman boundary conditions: every function repeats under $N_i\mathbf a_i$, and the cell labels $p_i$ are counted modulo $N_i$. The reciprocal vectors $\mathbf G$ are those with $e^{i\mathbf G\cdot\mathbf R_p}=1$ for all $p$; they are integer combinations of $\mathbf b_i$, with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. All wavevectors $\mathbf k,\mathbf k',\mathbf q$ lie on the mesh $\sum_i(j_i/N_i)\mathbf b_i$ with integer $j_i$. The symbol $\mathbf k\equiv\mathbf k'$ means that the two differ by some $\mathbf G$.

\paragraph{Lattice sum.} For $\mathbf K=\sum_i(j_i/N_i)\mathbf b_i$ one has $e^{i\mathbf K\cdot\mathbf R_p}=\prod_i z_i^{p_i}$ with $z_i=e^{2\pi ij_i/N_i}$. If $z_i=1$ the sum over $p_i=0,\dots,N_i-1$ is $N_i$. Otherwise it is $(1-z_i^{N_i})/(1-z_i)=0$, because $z_i^{N_i}=1$. All $z_i$ equal one exactly when $\mathbf K$ is a reciprocal vector, so
\begin{equation}
\sum_p e^{i\mathbf K\cdot\mathbf R_p}=\begin{cases}N,&\mathbf K\equiv0,\\ 0,&\text{otherwise.}\end{cases}
\label{eq:sum}
\end{equation}

\paragraph{Electrons.} Atom $\kappa$ of cell $p$ has mass $M_\kappa$ and position $\mathbf R_p+\boldsymbol\tau_\kappa+\mathbf u_{p\kappa}$. An electron moves in a one-particle potential $V(\{\mathbf u\})$, either a sum of rigid ionic potentials or a self-consistent Kohn--Sham potential evaluated for the atoms held fixed (the adiabatic, mean-field picture). At $\mathbf u=0$ it has the lattice periodicity, and Bloch's theorem gives the eigenstates
\begin{equation}
\psi_{n\mathbf k}(\mathbf r)=N^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}(\mathbf r),\qquad u_{n\mathbf k}(\mathbf r+\mathbf R_p)=u_{n\mathbf k}(\mathbf r),\qquad\int_{\rm cell}|u_{n\mathbf k}|^2\,d\mathbf r=1 .
\label{eq:bloch}
\end{equation}
Since $|\psi|^2=|u|^2/N$ is periodic, its integral over the $N$ cells is one. The independent states have $\mathbf k$ in the first Brillouin zone. For a label outside it we define $\psi_{n,\mathbf k+\mathbf G}=\psi_{n\mathbf k}$; inserting \eqref{eq:bloch} on both sides and dividing by $N^{-1/2}e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$ gives
\begin{equation}
u_{n,\mathbf k+\mathbf G}(\mathbf r)=e^{-i\mathbf G\cdot\mathbf r}u_{n\mathbf k}(\mathbf r).
\label{eq:fold}
\end{equation}

\paragraph{Phonons.} With harmonic force constants $\Phi$, the dynamical matrix is $D_{\kappa\alpha,\kappa'\beta}(\mathbf q)=\sum_p\Phi_{0\kappa\alpha,p\kappa'\beta}\,e^{i\mathbf q\cdot\mathbf R_p}/\sqrt{M_\kappa M_{\kappa'}}$, with eigenvalues $\omega_{\mathbf q\nu}^2$ and orthonormal eigenvectors $e_{\kappa\alpha,\nu}(\mathbf q)$. Because $\Phi$ is real, $D(-\mathbf q)=D(\mathbf q)^*$, so $\omega_{-\mathbf q\nu}=\omega_{\mathbf q\nu}$ and we may choose $e(-\mathbf q)=e(\mathbf q)^*$. The vectors $N^{-1/2}e_{\kappa\alpha,\nu}(\mathbf q)e^{i\mathbf q\cdot\mathbf R_p}$ are orthonormal by \eqref{eq:sum} and equal in number to the atomic coordinates, so they form a basis:
\begin{equation}
u_{p\kappa\alpha}=(NM_\kappa)^{-1/2}\sum_{\mathbf q\nu}e_{\kappa\alpha,\nu}(\mathbf q)e^{i\mathbf q\cdot\mathbf R_p}Q_{\mathbf q\nu}.
\end{equation}
Hermiticity of $u$ requires $Q^\dagger_{\mathbf q\nu}=Q_{-\mathbf q\nu}$. The conjugate momenta obey $[Q_{\mathbf q\nu},P_{\mathbf q'\nu'}]=i\delta_{\mathbf q\mathbf q'}\delta_{\nu\nu'}$ and $P^\dagger_{\mathbf q\nu}=P_{-\mathbf q\nu}$, and the change of basis turns the harmonic Hamiltonian into $\frac12\sum(P^\dagger P+\omega^2Q^\dagger Q)$. Define $b_{\mathbf q}=\sqrt{\omega/2}\,Q_{\mathbf q}+iP^\dagger_{\mathbf q}/\sqrt{2\omega}$ for each branch. Then $[b_{\mathbf q},b^\dagger_{\mathbf q}]=-\frac i2[Q_{\mathbf q},P_{\mathbf q}]+\frac i2[P_{-\mathbf q},Q_{-\mathbf q}]=\frac12+\frac12=1$, and $b^\dagger_{-\mathbf q}=\sqrt{\omega/2}\,Q_{\mathbf q}-iP^\dagger_{\mathbf q}/\sqrt{2\omega}$, so that $b_{\mathbf q}+b^\dagger_{-\mathbf q}=\sqrt{2\omega}\,Q_{\mathbf q}$. Hence
\begin{equation}
u_{p\kappa\alpha}=N^{-1/2}\sum_{\mathbf q\nu}w^{\mathbf q\nu}_{p\kappa\alpha}\,(b_{\mathbf q\nu}+b^\dagger_{-\mathbf q\nu}),\qquad
w^{\mathbf q\nu}_{p\kappa\alpha}=\ell_\kappa\,e_{\kappa\alpha,\nu}(\mathbf q)\,e^{i\mathbf q\cdot\mathbf R_p},\qquad \ell_\kappa=(2M_\kappa\omega_{\mathbf q\nu})^{-1/2}.
\label{eq:modes}
\end{equation}
The acoustic modes at $\mathbf q=0$ have $\omega=0$; they are rigid translations of the crystal and are left out.

\paragraph{The perturbation.} To first order in the displacements $\delta V=\sum u_{p\kappa\alpha}\,\partial V/\partial u_{p\kappa\alpha}$, the derivatives taken at $\mathbf u=0$. Inserting \eqref{eq:modes},
\begin{equation}
\delta V=N^{-1/2}\sum_{\mathbf q\nu}\Delta_{\mathbf q\nu}V\,(b_{\mathbf q\nu}+b^\dagger_{-\mathbf q\nu}),\qquad
\Delta_{\mathbf q\nu}V=\sum_{p\kappa\alpha}w^{\mathbf q\nu}_{p\kappa\alpha}\frac{\partial V}{\partial u_{p\kappa\alpha}} .
\label{eq:delta}
\end{equation}
Each derivative is Hermitian and $w^{-\mathbf q\nu}=(w^{\mathbf q\nu})^*$, so $\Delta_{-\mathbf q\nu}V=(\Delta_{\mathbf q\nu}V)^\dagger$.

\paragraph{Claim.} For $\mathbf k,\mathbf k'$ in the first zone and a local potential,
\begin{equation}
\langle\psi_{m\mathbf k'}|\Delta_{\mathbf q\nu}V|\psi_{n\mathbf k}\rangle=
\begin{cases}g_{mn\nu}(\mathbf k,\mathbf q),&\mathbf k'=\mathbf k+\mathbf q-\mathbf G_0\ \text{for some }\mathbf G_0,\\0,&\text{otherwise,}\end{cases}
\label{eq:rule}
\end{equation}
\begin{equation}
g_{mn\nu}(\mathbf k,\mathbf q)=\int_{\rm cell}u^*_{m,\mathbf k+\mathbf q}\,\Delta_{\mathbf q\nu}v\;u_{n\mathbf k}\,d\mathbf r,\qquad
\Delta_{\mathbf q\nu}v=e^{-i\mathbf q\cdot\mathbf r}\Delta_{\mathbf q\nu}V\ \text{periodic}.
\label{eq:g}
\end{equation}
The statement concerns the complex pattern $e^{i\mathbf q\cdot\mathbf R_p}$ at linear order. A real displacement wave contains both $\mathbf q$ and $-\mathbf q$.

\paragraph{The symmetry used by both derivations.} Moving every atom and the point of observation by $\mathbf R_s$ changes nothing. The atom at $\mathbf R_p+\boldsymbol\tau_\kappa+\mathbf u_{p\kappa}$ arrives at $\mathbf R_{p+s}+\boldsymbol\tau_\kappa+\mathbf u_{p\kappa}$. Atoms with the same $\kappa$ are identical, so the moved crystal is the configuration $\mathbf u'$ with $\mathbf u'_{p+s,\kappa}=\mathbf u_{p\kappa}$, and
\begin{equation}
V(\mathbf r+\mathbf R_s;\{\mathbf u'\})=V(\mathbf r;\{\mathbf u\}).
\label{eq:cov}
\end{equation}
For a self-consistent potential, the translated density solves the self-consistency equations of the moved crystal. Equation \eqref{eq:cov} follows if that solution is unique; \eqref{eq:delta} also needs it to be differentiable in $\mathbf u$. If the electrons break the lattice periodicity, as in an antiferromagnet whose magnetic cell exceeds the chemical one, everything below holds only for the larger cell and its finer reciprocal lattice.

\section{First derivation: splitting the crystal into cells}

Here $V$ is a function of $\mathbf r$ that multiplies the wavefunction. Write $W_{p\kappa\alpha}(\mathbf r)=\partial V(\mathbf r)/\partial u_{p\kappa\alpha}$. Differentiate \eqref{eq:cov} with respect to $u_{0\kappa\alpha}$ at zero displacement. On the left only $u'_{s\kappa\alpha}=u_{0\kappa\alpha}$ varies, so $W_{s\kappa\alpha}(\mathbf r+\mathbf R_s)=W_{0\kappa\alpha}(\mathbf r)$, that is
\begin{equation}
W_{p\kappa\alpha}(\mathbf r)=W_{0\kappa\alpha}(\mathbf r-\mathbf R_p).
\label{eq:shift}
\end{equation}
Insert this in \eqref{eq:delta} and evaluate at a shifted point. With $\mathbf R_{p'}=\mathbf R_p-\mathbf R_s$, which runs over all cells as $p$ does,
\begin{align}
\Delta_{\mathbf q\nu}V(\mathbf r+\mathbf R_s)&=\sum_{p\kappa\alpha}\ell_\kappa e_{\kappa\alpha,\nu}\,e^{i\mathbf q\cdot\mathbf R_p}\,W_{0\kappa\alpha}(\mathbf r+\mathbf R_s-\mathbf R_p)\nonumber\\
&=\sum_{p'\kappa\alpha}\ell_\kappa e_{\kappa\alpha,\nu}\,e^{i\mathbf q\cdot(\mathbf R_{p'}+\mathbf R_s)}\,W_{0\kappa\alpha}(\mathbf r-\mathbf R_{p'})
=e^{i\mathbf q\cdot\mathbf R_s}\Delta_{\mathbf q\nu}V(\mathbf r).
\end{align}
The relabelling wraps around the boundary, where $e^{i\mathbf q\cdot\mathbf R_p}$ must be single valued; this is why $\mathbf q$ lies on the mesh. Multiplying by $e^{-i\mathbf q\cdot(\mathbf r+\mathbf R_s)}$ gives $\Delta_{\mathbf q\nu}v(\mathbf r+\mathbf R_s)=\Delta_{\mathbf q\nu}v(\mathbf r)$.

Insert \eqref{eq:bloch} and $\Delta V=e^{i\mathbf q\cdot\mathbf r}\Delta v$ in the matrix element, with $\mathbf K=\mathbf k+\mathbf q-\mathbf k'$:
\begin{equation}
\langle\psi_{m\mathbf k'}|\Delta_{\mathbf q\nu}V|\psi_{n\mathbf k}\rangle=\frac1N\int_{\rm crystal}e^{i\mathbf K\cdot\mathbf r}\,u^*_{m\mathbf k'}\,\Delta_{\mathbf q\nu}v\;u_{n\mathbf k}\,d\mathbf r .
\end{equation}
Every point of the crystal is $\mathbf r'+\mathbf R_p$ for one $p$ and one $\mathbf r'$ in the home cell. The three periodic factors take the same values at $\mathbf r'+\mathbf R_p$ as at $\mathbf r'$, and the exponential factorises:
\begin{equation}
\langle\psi_{m\mathbf k'}|\Delta_{\mathbf q\nu}V|\psi_{n\mathbf k}\rangle=\Big[\frac1N\sum_pe^{i\mathbf K\cdot\mathbf R_p}\Big]\int_{\rm cell}e^{i\mathbf K\cdot\mathbf r'}u^*_{m\mathbf k'}\,\Delta_{\mathbf q\nu}v\;u_{n\mathbf k}\,d\mathbf r' .
\end{equation}
By \eqref{eq:sum} the bracket is one if $\mathbf K=\mathbf G_0$ and zero otherwise. Physically, every cell scatters with the same amplitude and the phase $e^{i\mathbf K\cdot\mathbf R_p}$, and the $N$ contributions cancel unless they are all in phase. When $\mathbf K=\mathbf G_0$, the conjugate of \eqref{eq:fold} gives $e^{i\mathbf G_0\cdot\mathbf r}u^*_{m\mathbf k'}=u^*_{m,\mathbf k'+\mathbf G_0}=u^*_{m,\mathbf k+\mathbf q}$, and the integral is \eqref{eq:g}. This proves \eqref{eq:rule}. The process is called normal when $\mathbf G_0=0$ and umklapp otherwise. In the umklapp case $e^{i\mathbf G_0\cdot\mathbf r}$ equals one at lattice points but varies inside the cell, so it must stay under the integral.

\section{Second derivation: translation operators}

Here $V$ may be any operator, with kernel $V(\mathbf r,\mathbf r')$; the local case is $V(\mathbf r)\delta(\mathbf r-\mathbf r')$. Define $(T_sf)(\mathbf r)=f(\mathbf r+\mathbf R_s)$. It is unitary, because shifting the integration variable over the periodic crystal leaves scalar products unchanged. From \eqref{eq:bloch}, $T_s\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf R_s}\psi_{n\mathbf k}$.

For any kernel, with $\mathbf r''=\mathbf r'+\mathbf R_s$,
\begin{equation}
(T_sVT_s^{-1}f)(\mathbf r)=\int V(\mathbf r+\mathbf R_s,\mathbf r'')f(\mathbf r''-\mathbf R_s)\,d\mathbf r''=\int V(\mathbf r+\mathbf R_s,\mathbf r'+\mathbf R_s)f(\mathbf r')\,d\mathbf r' .
\end{equation}
The symmetry \eqref{eq:cov}, with both arguments shifted, therefore reads $T_sV(\{\mathbf u'\})T_s^{-1}=V(\{S_s\mathbf u'\})$, where $(S_s\mathbf u')_{p\kappa}=\mathbf u'_{p+s,\kappa}$. Let $L[\mathbf u]=\frac{d}{dh}V(\{h\mathbf u\})\big|_{h=0}$, which is linear in $\mathbf u$, and extend it to complex patterns by $L[w]=L[\mathrm{Re}\,w]+iL[\mathrm{Im}\,w]$; by \eqref{eq:delta}, $\Delta_{\mathbf q\nu}V=L[w^{\mathbf q\nu}]$. Differentiating the symmetry relation gives $T_sL[w]T_s^{-1}=L[S_sw]$. The phonon pattern obeys $(S_sw)_{p\kappa\alpha}=w_{p+s,\kappa\alpha}=e^{i\mathbf q\cdot\mathbf R_s}w_{p\kappa\alpha}$, and linearity lets the constant out:
\begin{equation}
T_s\,\Delta_{\mathbf q\nu}V\,T_s^{-1}=e^{i\mathbf q\cdot\mathbf R_s}\Delta_{\mathbf q\nu}V .
\label{eq:op}
\end{equation}
Consider the scattered wave $\chi=\Delta_{\mathbf q\nu}V\,\psi_{n\mathbf k}$. Inserting $T_s^{-1}T_s$,
\begin{equation}
T_s\chi=(T_s\Delta_{\mathbf q\nu}VT_s^{-1})(T_s\psi_{n\mathbf k})=e^{i(\mathbf k+\mathbf q)\cdot\mathbf R_s}\chi .
\label{eq:chi}
\end{equation}
Unitarity gives $\langle\psi_{m\mathbf k'}|\chi\rangle=\langle T_s\psi_{m\mathbf k'}|T_s\chi\rangle=e^{i(\mathbf k+\mathbf q-\mathbf k')\cdot\mathbf R_s}\langle\psi_{m\mathbf k'}|\chi\rangle$, the bra supplying the conjugate phase. So
\begin{equation}
\big[1-e^{i(\mathbf k+\mathbf q-\mathbf k')\cdot\mathbf R_s}\big]\langle\psi_{m\mathbf k'}|\Delta_{\mathbf q\nu}V|\psi_{n\mathbf k}\rangle=0\quad\text{for every }s .
\end{equation}
A nonzero element needs the bracket to vanish for every $s$, which is the definition of $\mathbf k+\mathbf q-\mathbf k'$ being a reciprocal vector $\mathbf G_0$.

For the reduction to one cell, define $\phi(\mathbf r)=N^{1/2}e^{-i(\mathbf k+\mathbf q)\cdot\mathbf r}\chi(\mathbf r)$. Under $\mathbf r\to\mathbf r+\mathbf R_s$ the exponential gains $e^{-i(\mathbf k+\mathbf q)\cdot\mathbf R_s}$ and $\chi$ gains the inverse by \eqref{eq:chi}, so $\phi$ is periodic. In the allowed case $\psi_{m\mathbf k'}=\psi_{m,\mathbf k+\mathbf q}=N^{-1/2}e^{i(\mathbf k+\mathbf q)\cdot\mathbf r}u_{m,\mathbf k+\mathbf q}$. The exponentials cancel in $\psi^*_{m\mathbf k'}\chi$, and a periodic integrand gives $N$ equal cell integrals:
\begin{equation}
\langle\psi_{m\mathbf k'}|\chi\rangle=\frac1N\int_{\rm crystal}u^*_{m,\mathbf k+\mathbf q}\,\phi\,d\mathbf r=\int_{\rm cell}u^*_{m,\mathbf k+\mathbf q}\,\phi\,d\mathbf r .
\label{eq:g2}
\end{equation}
Writing out $\chi$, the factors $N^{\pm1/2}$ cancel:
\begin{equation}
\phi(\mathbf r)=\int_{\rm crystal}e^{-i(\mathbf k+\mathbf q)\cdot\mathbf r}\,\Delta_{\mathbf q\nu}V(\mathbf r,\mathbf r')\,e^{i\mathbf k\cdot\mathbf r'}u_{n\mathbf k}(\mathbf r')\,d\mathbf r' .
\label{eq:kernel}
\end{equation}
For a local potential the delta function sets $\mathbf r'=\mathbf r$, the factors $e^{\mp i\mathbf k\cdot\mathbf r}$ cancel, and $\phi=\Delta_{\mathbf q\nu}v\,u_{n\mathbf k}$. Then \eqref{eq:g2} is \eqref{eq:g}. For a nonlocal potential the factor $e^{-i\mathbf k\cdot(\mathbf r-\mathbf r')}$ survives, and the operator acting on $u_{n\mathbf k}$ depends on $\mathbf k$.

\section{What each derivation assumes}

Both start from \eqref{eq:cov}, linearity in the displacements and a $\mathbf q$ on the mesh. Neither uses the Schr\"odinger equation: any functions of Bloch form obey the rule.

The first derivation assumes a local potential, since it treats $\Delta V$ as a function that can be split into a phase and a periodic factor. It uses the one-atom derivatives and the lattice sum. In return it constructs $\Delta_{\mathbf q\nu}v$ from the response $W_0$ to moving a single atom, one function that serves all $m$, $n$ and $\mathbf k$.

The second assumes only that $V$ is an operator with the translation symmetry, and uses the unitarity of $T_s$ in place of the lattice sum. It covers nonlocal pseudopotentials and Fock exchange, and it shows that locality is needed for the simple form \eqref{eq:g} but not for the selection rule. It gives no recipe for computing $\Delta V$. It extends at once to higher order: the second-order term is a bilinear $B[w,w']$ with $T_sB[w,w']T_s^{-1}=B[S_sw,S_sw']=e^{i(\mathbf q+\mathbf q')\cdot\mathbf R_s}B[w,w']$, so it joins $\mathbf k$ to $\mathbf k+\mathbf q+\mathbf q'$.

Two derivations have established the selection rule \eqref{eq:rule} and, for a local potential, the one-cell integral \eqref{eq:g}; the second shows that the rule itself also holds for nonlocal potentials. What remains is to draw the consequences and limits, including the coupling Hamiltonian, plane-wave formulas and frozen waves, and to test the results numerically on a diatomic chain.
